# Kato's half-gap convergence bound and the two-level model that saturates it

**Q.** Sternheimer equations give corrections order by order, and any calculation stops at some finite order. What entitles you to think that the series converges at all?

**A.** A condition on the size of the perturbation does. Let me fix the setting first. Take

$$H(\lambda)=H_0+\lambda V ,$$

with $H_0$ self-adjoint and $V$ self-adjoint and bounded. The norm $\|V\|$ is the largest factor by which $V$ can stretch a vector. Let $E_0$ be a simple eigenvalue of $H_0$ with normalized eigenvector $\psi_0$, and let $g>0$ be its distance to the rest of the spectrum. Define

$$q=\frac{2|\lambda|\,\|V\|}{g}.$$

I claim that the series for the eigenvalue, the eigenvector and the projector converge whenever $q<1$, that is, when $|\lambda|\|V\|<g/2$.

**Q.** You wrote $|\lambda|$. My perturbation strength is real. Why bring in complex values?

**A.** Because a power series converges in a disc of the complex plane. A singularity at an imaginary $\lambda$ limits the series on the real axis too, even if nothing happens there. So I must control $H(\lambda)$ for complex $\lambda$, where it is no longer Hermitian.

**Q.** Then you lose the variational principle and orthogonal eigenvectors. What is left?

**A.** The resolvent of $H_0$. The operator $H_0$ itself is still Hermitian, so its eigenstates remain orthogonal. Expand a vector in eigenstates of $H_0$, $u=\sum_n c_n\phi_n$, with an integral for any continuous part. Then

$$\|(z-H_0)^{-1}u\|^2=\sum_n\frac{|c_n|^2}{|z-\epsilon_n|^2}\le\frac{\|u\|^2}{\mathrm{dist}(z)^2},$$

where $\mathrm{dist}(z)$ is the distance from $z$ to the spectrum of $H_0$. On the circle $\Gamma$ given by $|z-E_0|=g/2$, the level $E_0$ is at distance $g/2$ and every other spectral point at least $g-g/2=g/2$ away. Hence $\|(z-H_0)^{-1}\|\le2/g$ on $\Gamma$. This is where the half comes from: a smaller circle comes too close to $E_0$, a larger one too close to its neighbour.

Now factor

$$z-H(\lambda)=\left[1-\lambda V(z-H_0)^{-1}\right](z-H_0).$$

The operator subtracted from 1 has norm at most $|\lambda|\|V\|\,2/g=q$. For $q<1$ the bracket is inverted by a geometric series:

$$(z-H)^{-1}=(z-H_0)^{-1}\sum_{n=0}^{\infty}\lambda^n\left[V(z-H_0)^{-1}\right]^n .$$

It converges uniformly on $\Gamma$, so no spectrum of $H(\lambda)$ touches the circle.

**Q.** That is a series for the resolvent. I want a state.

**A.** Integrate it around the circle:

$$P(\lambda)=\frac1{2\pi i}\oint_\Gamma (z-H(\lambda))^{-1}dz .$$

Uniform convergence allows integration term by term, so $P$ is a convergent power series in $\lambda$ for $q<1$. At $\lambda=0$ it equals $|\psi_0\rangle\langle\psi_0|$, because only the pole at $E_0$ lies inside.

**Q.** For non-Hermitian $H$, is $P$ still a projector, and onto one state only?

**A.** Write $R(z)=(z-H)^{-1}$. From $R(z)-R(w)=R(z)[(w-H)-(z-H)]R(w)$ we get

$$R(z)R(w)=\frac{R(z)-R(w)}{w-z}.$$

Compute $P^2$ with $z$ on $\Gamma$ and $w$ on a slightly larger circle $\Gamma'$ that encloses the same spectrum. In the first term, $\oint_{\Gamma'}dw/(w-z)=2\pi i$, since $z$ is inside $\Gamma'$. In the second, $\oint_\Gamma dz/(w-z)=0$, since $w$ is outside $\Gamma$. What remains is $P^2=P$.

For the rank, suppose two projectors satisfy $\|P-P'\|<1$ but $P$ has the larger rank. Then some nonzero $u$ in the range of $P$ has $P'u=0$, so $\|(P-P')u\|=\|u\|$, a contradiction. Because $P(\lambda)$ is continuous, I can go from 0 to $\lambda$ in steps small enough for this argument. The rank stays one.

Since $H$ commutes with $P$, it maps this one-dimensional range into itself. A vector $\chi$ in the range therefore satisfies $H\chi=E\chi$. Applying $P$ to $\chi$ gives $\chi\oint_\Gamma dz/[2\pi i(z-E)]$, which equals $\chi$ only if $E$ lies inside $\Gamma$. So $|E-E_0|<g/2$.

**Q.** The Sternheimer scheme uses intermediate normalization, $\langle\psi_0|\psi(\lambda)\rangle=1$. If the overlap with $\psi_0$ vanishes somewhere in the disc, your series for $P$ converges and mine does not.

**A.** The overlap cannot vanish there. Let $\|\chi\|=1$ and $Q=1-|\psi_0\rangle\langle\psi_0|$. Apply $Q$, which commutes with $H_0$, to $(H_0-E)\chi=-\lambda V\chi$:

$$(H_0-E)Q\chi=-\lambda QV\chi .$$

On the range of $Q$ the spectrum of $H_0$ is at least $g-|E-E_0|>g/2$ away from $E$. Therefore

$$\|Q\chi\|\le\frac{2}{g}|\lambda|\|V\|=q<1 ,$$

and $|\langle\psi_0|\chi\rangle|^2=1-\|Q\chi\|^2>0$.

A rank-one projector has the form $P=|\chi\rangle\langle\eta|$. Taking the adjoint of the contour integral gives $P(\lambda)^\dagger=P(\lambda^*)$, so $\eta$ is an eigenvector of $H(\lambda^*)$, and the same estimate applies to it. Thus $\langle\psi_0|P\psi_0\rangle=\langle\psi_0|\chi\rangle\langle\eta|\psi_0\rangle\ne0$, and

$$\psi(\lambda)=\frac{P(\lambda)\psi_0}{\langle\psi_0|P(\lambda)\psi_0\rangle}$$

is analytic in the whole disc $q<1$. Project $H\psi=E\psi$ on $\psi_0$ and use $\langle\psi_0|H_0=E_0\langle\psi_0|$:

$$E(\lambda)=E_0+\lambda\langle\psi_0|V\psi(\lambda)\rangle .$$

The energy is analytic there too. This proves the bound.

**Q.** Are these the coefficients that a Sternheimer code computes?

**A.** Yes. Insert $\psi=\sum_n\lambda^n\psi_n$ and $E=\sum_n\lambda^nE_n$ into $H\psi=E\psi$ and collect $\lambda^n$, for $n\ge1$:

$$(H_0-E_0)\psi_n=-V\psi_{n-1}+\sum_{k=1}^{n}E_k\psi_{n-k},\qquad E_n=\langle\psi_0|V\psi_{n-1}\rangle .$$

With $\langle\psi_0|\psi_n\rangle=0$ for $n\ge1$ the solution is unique, because $H_0-E_0$ is invertible on the range of $Q$.

**Q.** Convergence could still be uselessly slow. Can you bound the error after order $N$?

**A.** First sharpen the energy estimate. The geometric series works at any $z$ with $\mathrm{dist}(z)>|\lambda|\|V\|$, so $E$ must lie within $|\lambda|\|V\|$ of the spectrum of $H_0$. Inside $\Gamma$ every other spectral point is more than $g/2$ away, so the point in question is $E_0$:

$$|E(\lambda)-E_0|\le|\lambda|\|V\| .$$

Let $r=g/(2\|V\|)$. Cauchy's estimate on a circle of radius $\rho<r$ gives $|E_n|\le\rho\|V\|/\rho^n$. Letting $\rho\to r$, with $r\|V\|=g/2$,

$$|E_n|\le\frac g2\left(\frac{2\|V\|}{g}\right)^n,\qquad
\left|E-\sum_{n=0}^{N}\lambda^nE_n\right|\le\frac g2\sum_{n>N}q^n=\frac g2\,\frac{q^{N+1}}{1-q}.$$

**Q.** Each inequality may have wasted something. Perhaps the true constant is $g$, not $g/2$.

**A.** One model settles that. Take levels $0$ and $g$ with an off-diagonal coupling $x>0$:

$$H(\lambda)=\begin{pmatrix}0&\lambda x\\ \lambda x&g\end{pmatrix}.$$

Here $V$ has eigenvalues $\pm x$, so $\|V\|=x$. The characteristic equation $E(E-g)=\lambda^2x^2$ gives

$$E_\mp=\frac g2\mp\sqrt{\frac{g^2}{4}+\lambda^2x^2}.$$

The root vanishes at

$$\lambda_c=\pm\frac{ig}{2x},\qquad |\lambda_c|\,\|V\|=\frac g2 .$$

If the series for $E_-$ had a larger radius of convergence, its sum would have a finite derivative at $\lambda_c$. But $dE_-/d\lambda=-\lambda x^2/\sqrt{g^2/4+\lambda^2x^2}$ grows without limit there. The radius is therefore $g/(2x)$, and no constant larger than $g/2$ can hold in general.

**Q.** Two levels meeting is just a degeneracy. Hermitian matrices have those without harm.

**A.** This one is different. At $\lambda_c=ig/(2x)$,

$$H-\frac g2=\frac g2\begin{pmatrix}-1&i\\ i&1\end{pmatrix},\qquad
\left(H-\frac g2\right)^2=\frac{g^2}{4}\begin{pmatrix}1-1&-i+i\\-i+i&-1+1\end{pmatrix}=0 .$$

The matrix is nonzero but its square is zero, so it cannot be diagonalized: the two eigenvectors have merged into one. That is an exceptional point. Near it the argument of the root is proportional to $\lambda-\lambda_c$, so one small turn around $\lambda_c$ reverses the sign of the root and exchanges the levels. A Hermitian matrix can always be diagonalized, so this does not occur at real $\lambda$.

**Q.** Show me numbers, with a real field.

**A.** Let $\lambda=F=e\mathcal E$ for a uniform field $\mathcal E$, and let $V$ be the position operator of the electron restricted to two levels. The potential energy is $+FV$, so the force on the electron is $-F$. I choose round parameters, $g=3$ eV and $x=0.75$ Å. Then

$$F_c=\frac{3\ \text{eV}}{2\times0.75\ \text{Å}}=2\ \text{eV/Å},$$

or 0.0389 hartree/bohr, and the exceptional points are at $\pm2i$ eV/Å. This field is 200 MV/cm, roughly twenty times the breakdown field of an insulator such as SiO$_2$ and in the range where weakly bound electrons are field-ionized. The numbers below therefore illustrate the theorem for the two-level model. They do not describe a material at such fields. Expanding the root gives

$$E_-=-\frac g2\sum_{k\ge1}\binom{1/2}{k}\left(\frac{2xF}{g}\right)^{2k}=-\frac{x^2}{g}F^2+\frac{x^4}{g^3}F^4-\dots$$

The first coefficient is $-0.5625/3=-0.1875$ and the second $0.0117$, in eV with $F$ in eV/Å. I ran the Sternheimer recursion to order 200 and compared its partial sums with diagonalization. The errors are absolute, in eV:

| $F$ (eV/Å) | $q$ | order 20 | order 40 | order 200 |
|---|---|---|---|---|
| 1.0 | 0.5 | $2.4\times10^{-9}$ | below $10^{-14}$ | below $10^{-14}$ |
| 1.8 | 0.9 | $6.9\times10^{-4}$ | $3.1\times10^{-5}$ | $1.3\times10^{-13}$ |
| 2.0 | 1.0 | $6.4\times10^{-3}$ | $2.3\times10^{-3}$ | $2.1\times10^{-4}$ |
| 2.2 | 1.1 | $4.8\times10^{-2}$ | $1.2\times10^{-1}$ | $4.4\times10^{4}$ |

At order 20 the general remainder bound is $1.4\times10^{-6}$ eV for $F=1.0$ and 1.6 eV for $F=1.8$. It holds in both cases, but in the second it is too loose to be of use.

**Q.** At $F=2.2$ are the levels about to cross?

**A.** No. Their distance is $\sqrt{g^2+4F^2x^2}=4.46$ eV, larger than the original 3 eV. The level distance at real $F$ gives no warning. The obstacle is the pair of points on the imaginary axis, closer to the origin than $F$ is.

**Q.** Yet at low order the sum at $F=2.2$ looks tolerable. How would I notice?

**A.** Look at successive terms. Since $\binom{1/2}{k+1}/\binom{1/2}{k}=(1/2-k)/(k+1)$, the terms $t_k$ of order $2k$ obey

$$\left|\frac{t_{k+1}}{t_k}\right|=q^2\,\frac{k-1/2}{k+1}.$$

This exceeds 1 when $k(q^2-1)>1+q^2/2$. For $q=1.1$ that means $k>1.605/0.21\approx7.6$, so the terms shrink up to order 16 and grow afterwards. A few decreasing corrections do not establish convergence.

The same ratio shows how slowly the radius reveals itself. The estimate $\sqrt{|E_{2k}/E_{2k+2}|}$ equals $F_c\sqrt{(k+1)/(k-1/2)}$. It gives 2.08 eV/Å from orders 40 and 42, and 2.015 eV/Å from orders 200 and 202.

**Q.** Your table shows convergence at $q=1$, where the theorem is silent. Is the boundary safe after all?

**A.** It depends on the quantity. From the binomial coefficients,

$$\left|\binom{1/2}{k}\right|=\frac{1}{2k-1}\,\frac{1}{4^k}\binom{2k}{k}\approx\frac{1}{2\sqrt\pi\,k^{3/2}}$$

for large $k$, by Stirling's formula. This is summable, so the energy series converges on the whole circle $|F|=F_c$, exceptional points included.

The projector behaves worse. For two distinct levels $P=(H-E_+)/(E_--E_+)$, so with $u=(2xF/g)^2$

$$P_{00}=\frac{E_+}{E_+-E_-}=\frac12\left(1+\frac1{\sqrt{1+u}}\right)=\frac12+\frac12\sum_{k\ge0}\frac{(-u)^k}{4^k}\binom{2k}{k}.$$

The coefficients inside the last sum fall only as $1/\sqrt{\pi k}$. At the exceptional points $u=-1$, all terms are positive, and the sum diverges. Its partial sums are 2.35 at order 20 and 4.52 at order 100. At real $F=F_c$ we have $u=1$. The terms alternate and decrease to zero, so the series converges, but not absolutely, to $\frac12(1+1/\sqrt2)=0.854$. The error there is still 0.020 at order 100.

**Q.** Now an objection of principle. If I add a constant to $V$, no physics changes, but $\|V\|$ does. How can your criterion be right?

**A.** It is right but not the best form. Write $V=(V-c)+c$. The constant adds $\lambda c$ to the energy, which alters $E_1$ alone, and leaves the eigenvectors as they were. So I may choose $c$ to make $\|V-c\|$ smallest. If the spectrum of $V$ runs from $v_{\min}$ to $v_{\max}$, the midpoint is best, and the norm becomes $s/2$ with $s=v_{\max}-v_{\min}$. Convergence therefore holds for

$$|\lambda|\,s<g .$$

For a position operator this removes the dependence on the choice of origin.

**Q.** Is the two-level model still at the edge if its diagonal elements differ?

**A.** Let $V$ have diagonal elements $a$ and $c$ and off-diagonal element $b$. The squared level difference is

$$(E_+-E_-)^2=[g+\lambda(c-a)]^2+4\lambda^2|b|^2 .$$

It vanishes when $g+\lambda(c-a)=\pm2i\lambda|b|$, hence

$$\lambda_c=\frac{g}{-(c-a)\pm2i|b|},\qquad |\lambda_c|=\frac{g}{\sqrt{(c-a)^2+4|b|^2}}=\frac gs ,$$

since the last root is the eigenvalue difference of $V$. For $b\neq0$ the two zeros are distinct, so each is a simple zero of the squared difference and a square-root branch point. Every coupled two-level model thus saturates the spread form.

With $g=3$ eV, $a=0.2$, $b=0.6$ and $c=1.1$ Å, the spread is $\sqrt{0.81+1.44}=1.5$ Å and the radius is 2 eV/Å. The norm is 1.4 Å, and the norm form would promise just 1.07 eV/Å. The exceptional points are at $-1.2\pm1.6i$ eV/Å.

If $b=0$, the energy is $\lambda a$ and the series ends, even if the levels cross at a real $\lambda$. The condition is sufficient, not necessary.

**Q.** In a solid or a molecule the occupied levels can lie close together. Your $g$ is then tiny, and the bound is worthless.

**A.** For individual levels, yes. But the density depends on the projector onto all occupied states together. Suppose the occupied group is separated from the levels above it by a gap, and let $g$ now be that gap. Replace $\Gamma$ by the boundary of the region within $g/2$ of the energy interval spanned by the group. Each point of this contour is at least $g/2$ from the occupied levels, and at least $g/2$ from the empty ones. The resolvent bound $2/g$ and the geometric series are unchanged, so the total projector converges for $|\lambda|\|V\|<g/2$.

Here is a four-level case with levels 0, 0.2, 3.2 and 3.5 eV, the lower two occupied, and

$$V=\begin{pmatrix}0&0.4&0.3&0.2\\0.4&0&0.2&0.3\\0.3&0.2&0&0.4\\0.2&0.3&0.4&0\end{pmatrix}\text{Å}.$$

All rows sum to 0.9 Å and no element is negative, so $\|V\|=0.9$ Å. The group bound is $3/1.8=1.67$ eV/Å. The zeros of the discriminant of the characteristic polynomial, found numerically, put the nearest exceptional point at $|F|=0.25$ eV/Å. The two occupied levels taken alone would give $0.2/(2\times0.4)=0.25$ eV/Å as well.

At $F=1$ eV/Å, between these two values, the Sternheimer series of the lowest level has an error of $3\times10^3$ eV at order 10 and $10^9$ eV at order 20. For the projector I obtained the Taylor coefficients by diagonalizing $H$ on a circle of complex $F$ and taking a discrete Fourier transform. Its error in operator norm is $3\times10^{-7}$ at order 10 and $2\times10^{-12}$ at order 20. The singularities from mixing within the group cancel in the total projector, and so does the one between the two empty levels at $|F|=0.37$ eV/Å. The nearest exceptional point that joins an occupied and an empty level lies at $|F|=3.25$ eV/Å. The group bound is thus not sharp in this example, even in its spread form, $3/1.4=2.14$ eV/Å.

**Q.** So may I apply this to a full density functional perturbation calculation?

**A.** Only to the part with a fixed $V$. In a self-consistent calculation the Kohn–Sham potential responds to the density, so the Hamiltonian is no longer linear in $\lambda$. The radius then also depends on how the self-consistent potential itself continues to complex $\lambda$, which this proof does not address. The proof also needs a bounded $V$. A uniform field in unlimited space has $\|V\|=\infty$, and the theorem then promises nothing. In the examples above the position operator is bounded because the model keeps a finite number of levels. A finite basis set does the same, but the guaranteed radius then belongs to the basis and shrinks as diffuse functions are added. For a hydrogen atom, $g/s$ falls from 0.075 hartree/bohr in aug-cc-pVTZ to 0.006 after three further diffuse s, p, d shells, while the polarizability changes only from 4.48 to 4.49 atomic units.
